# Why RHF bonds tend to be short and vibrations stiff: a program that tests the result

```python
"""Why RHF bonds tend to be short and harmonic frequencies high.

Result under test: with E_RHF(R) = E(R) + Delta(R), E the full-CI curve with
minimum Re, force constant k and Morse range parameter a,
    shift of bond length      dR  = -Delta'(Re)/k
    relative frequency shift  dw/w = (Delta''(Re) + 3 a Delta'(Re))/(2 k)
to first order in Delta. Delta is minus the correlation energy; its rise with R
comes from the ionic terms that RHF keeps when the bond is stretched.
Atomic units (bohr, hartree) unless a label says otherwise.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, mcscf, cc, lib
from pyscf.hessian import rhf as rhf_hessian

lib.num_threads(1)
BOHR_IN_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_CM = const.physical_constants["hartree-inverse meter relationship"][0] / 100
H2_MASS = const.physical_constants["proton-electron mass ratio"][0] / 2


def wavenumber(force_constant):
    return np.sqrt(force_constant / H2_MASS) * HARTREE_IN_CM


def rhf_h2(R, impose_symmetry=False):
    """RHF for H2, started from the symmetric bonding orbital.
    Far apart, the bonding-antibonding gap is only 1/R; imposing the molecular
    symmetry then stops rounding errors from mixing the two orbitals."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                basis="cc-pvtz", symmetry=impose_symmetry, verbose=0)
    n = mol.nao
    c = np.zeros(n)
    c[0] = c[n // 2] = 1.0
    overlap = mol.intor("int1e_ovlp")
    mf = scf.RHF(mol)
    if impose_symmetry:
        mf.irrep_nelec = {"A1g": 2}
    mf.conv_tol = 1e-12
    mf.max_cycle = 200
    mf.kernel(2 * np.outer(c, c) / (c @ overlap @ c))
    assert mf.converged
    return mf


def full_ci_h2(mf):
    """Lowest singlet of two electrons by direct diagonalization.
    Also returns natural orbitals, largest occupation first."""
    C = mf.mo_coeff
    n = C.shape[1]
    h = C.T @ mf.get_hcore() @ C
    eri = ao2mo.restore(1, ao2mo.kernel(mf.mol, C), n)
    one = np.eye(n)
    H = (np.einsum("pr,qs->pqrs", h, one) + np.einsum("pr,qs->pqrs", one, h)
         + eri.transpose(0, 2, 1, 3))
    P, Q = np.triu_indices(n)
    norm = np.where(P == Q, 0.5, np.sqrt(0.5))
    rows = H[P, Q]
    Hs = 2 * np.outer(norm, norm) * (rows[:, P, Q] + rows[:, Q, P])
    energy, vec = eigh(Hs, subset_by_index=[0, 0])
    amp = np.zeros((n, n))
    amp[P, Q] = vec[:, 0] * np.where(P == Q, 1.0, np.sqrt(0.5))
    amp[Q, P] = amp[P, Q]
    occ, U = np.linalg.eigh(amp)
    order = np.argsort(-np.abs(occ))
    return energy[0] + mf.mol.energy_nuc(), C @ U[:, order]


def cas_h2(mf, orbitals):
    mc = mcscf.CASSCF(mf, 2, 2)
    mc.verbose = 0
    mc.conv_tol = 1e-10
    return mc.kernel(orbitals)[0]


def minimum(poly, lo, hi):
    """Position and curvature of the minimum of a local polynomial."""
    found = []
    for z in np.atleast_1d(poly.deriv().roots()):
        if abs(z.imag) < 1e-9 and lo < z.real < hi and poly.deriv(2)(z.real) > 0:
            found.append(z.real)
    assert len(found) == 1
    return found[0], poly.deriv(2)(found[0])


# ---- two-site model: diagonalization against closed formulas ----
def two_site(t, U):
    hop = np.array([[0.0, -t], [-t, 0.0]])
    H = np.kron(hop, np.eye(2)) + np.kron(np.eye(2), hop) + np.diag([U, 0, 0, U])
    e, v = np.linalg.eigh(H)
    bonding_pair = np.full(4, 0.5)
    return bonding_pair @ H @ bonding_pair - e[0], v[0, 0]**2 + v[3, 0]**2


for x in (0.2, 0.8, 2.0, 5.0):
    s = np.sqrt(1 + x * x)
    gap, ionic = two_site(x / 4, 1.0)
    assert abs(gap - (s - x) / 2) < 1e-12
    assert abs(ionic - (1 - 1 / s) / 2) < 1e-12
    step = 1e-4
    slope = (two_site(x / 4 * np.exp(-step), 1.0)[0]
             - two_site(x / 4 * np.exp(step), 1.0)[0]) / (2 * step)
    assert slope > 0 and abs(slope - x * (1 - x / s) / 2) < 1e-7


def model_curvature(R, step=1e-3):
    f = [two_site(np.exp(-r), 1.0)[0] for r in (R - step, R, R + step)]
    return (f[0] - 2 * f[1] + f[2]) / step**2


assert model_curvature(0.0) > 0 > model_curvature(4.0)
x_inflection = 4 * np.exp(-brentq(model_curvature, 0.0, 4.0))
assert abs(x_inflection**2 - (np.sqrt(5) - 1) / 2) < 1e-4
print("Two-site model, U = 1")
for x in (0.2, 2.0):
    gap, ionic = two_site(x / 4, 1.0)
    print(f" 4t/U = {x:.1f}: Delta/U = {gap:.4f}, exact ionic weight = {ionic:.4f}")
print(f" Delta'' changes sign at 4t/U = {x_inflection:.4f}")

# ---- wrong dissociation limit of H2 ----
atom = gto.M(atom="H 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
h_atom = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
S_atom, eri_atom = atom.intor("int1e_ovlp"), atom.intor("int2e")
e_levels, c_levels = eigh(h_atom, S_atom)
E_H, orb = e_levels[0], c_levels[:, 0]
for _ in range(100):
    J = np.einsum("pqrs,r,s->pq", eri_atom, orb, orb)
    orb = eigh(h_atom + J / 2, S_atom)[1][:, 0]
J = np.einsum("pqrs,r,s->pq", eri_atom, orb, orb)
limit_formula = 2 * orb @ h_atom @ orb + orb @ J @ orb / 2
far_energy = {}
for R in (20.0, 40.0):
    mf = rhf_h2(R, impose_symmetry=True)
    far_energy[R] = mf.e_tot
    levels, filled = np.asarray(mf.mo_energy), np.asarray(mf.mo_occ) > 0
    assert abs(levels[~filled].min() - levels[filled].max() - 1 / R) < 1e-3
E20, E40 = far_energy[20.0], far_energy[40.0]
assert abs((E40 - E20) - (1 / 40 - 1 / 80)) < 1e-4
assert abs(E40 + 1 / 80 - limit_formula) < 1e-4
mf8 = rhf_h2(8.0)
fci8, nat8 = full_ci_h2(mf8)
cas8 = cas_h2(mf8, nat8)
assert abs(cas8 - fci8) < 1e-3 and mf8.e_tot - fci8 > 0.1
print("H2, cc-pVTZ: dissociation (hartree)")
print(f" two free H atoms                  {2 * E_H:.5f}")
print(f" RHF limit from one-centre formula {limit_formula:.5f}")
print(f" RHF at 40 bohr plus 1/(2R)        {E40 + 1 / 80:.5f}")
print(f" excess of the RHF limit           {limit_formula - 2 * E_H:.5f}")
print(f" RHF energy, 40 minus 20 bohr      {E40 - E20:.5f}")
print(f" at 8 bohr: RHF {mf8.e_tot:.5f}, CASSCF {cas8:.5f}, full CI {fci8:.5f}")

# ---- local curves around equilibrium ----
R_near = 1.40 + 0.05 * np.arange(-3, 4)
rhf_E, cas_E, fci_E = [], [], []
for R in R_near:
    mf = rhf_h2(R)
    e, nat = full_ci_h2(mf)
    rhf_E.append(mf.e_tot)
    fci_E.append(e)
    cas_E.append(cas_h2(mf, nat))
    assert rhf_E[-1] > cas_E[-1] > fci_E[-1]
p_rhf, p_cas, p_fci = (Polynomial.fit(R_near, y, 6) for y in (rhf_E, cas_E, fci_E))
(R_rhf, k_rhf), (R_cas, k_cas), (Re, k) = (
    minimum(p, R_near[0], R_near[-1]) for p in (p_rhf, p_cas, p_fci))
delta = p_rhf - p_fci
d0, d1, d2 = delta(Re), delta.deriv(1)(Re), delta.deriv(2)(Re)

gradient = rhf_h2(Re).nuc_grad_method().kernel()[1, 2]
hessian = rhf_hessian.Hessian(rhf_h2(R_rhf)).kernel()[1, 1, 2, 2]
assert abs(gradient - d1) < 1e-5
assert abs(hessian / k_rhf - 1) < 1e-3
assert R_rhf < Re < R_cas and k_rhf > k

print("H2, cc-pVTZ: equilibrium")
for name, r, f in (("RHF", R_rhf, k_rhf), ("CASSCF", R_cas, k_cas), ("full CI", Re, k)):
    print(f" {name:8s} R = {r:.4f} bohr = {r * BOHR_IN_ANGSTROM:.4f} angstrom,"
          f" k = {f:.4f} hartree/bohr^2, w = {wavenumber(f):.0f} cm^-1")
print(f" Delta(Re)   = {d0:.5f} hartree")
print(f" Delta'(Re)  = {d1:.5f} hartree/bohr; RHF analytic gradient {gradient:.5f}")
print(f" Delta''(Re) = {d2:.5f} hartree/bohr^2")
print(f" RHF analytic Hessian at its minimum = {hessian:.4f} hartree/bohr^2")
slope_lr, slope_rest = (p_rhf - p_cas).deriv()(Re), (p_cas - p_fci).deriv()(Re)
assert slope_lr > 0 > slope_rest
print(f" slope, left-right part = {slope_lr:.5f} hartree/bohr")
print(f" slope, remaining part  = {slope_rest:.5f} hartree/bohr")

# ---- Morse curve plus Delta, and first-order formulas ----
D = 2 * E_H - p_fci(Re)
a = np.sqrt(k / (2 * D))
third = p_fci.deriv(3)(Re)
assert abs(-3 * a * k / third - 1) < 0.25  # Morse is only an approximate shape
morse = D * (1 - np.exp(-a * (R_near - Re)))**2
p_model = Polynomial.fit(R_near, morse + delta(R_near), 6)
R_model, k_model = minimum(p_model, R_near[0], R_near[-1])
shift_direct, shift_model, shift_first = R_rhf - Re, R_model - Re, -d1 / k
freq_direct = np.sqrt(k_rhf / k) - 1
freq_model = np.sqrt(k_model / k) - 1
part_curv, part_shift = d2 / (2 * k), 3 * a * d1 / (2 * k)
freq_first = part_curv + part_shift
# tolerances cover the neglected second order and the Morse cubic constant
assert abs(shift_model / shift_direct - 1) < 0.05
assert abs(shift_first / shift_direct - 1) < 0.15
assert abs(freq_model / freq_direct - 1) < 0.25
assert abs(freq_first / freq_direct - 1) < 0.25
print("H2: Morse curve plus Delta")
print(f" D = {D:.5f} hartree, a = {a:.4f} bohr^-1")
print(f" E''' = {third:.4f}, Morse -3ak = {-3 * a * k:.4f} hartree/bohr^3")
print(f" bond shift (bohr): direct {shift_direct:.5f}, Morse+Delta {shift_model:.5f},"
      f" first order {shift_first:.5f}")
print(f" frequency shift (%): direct {100 * freq_direct:.2f}, Morse+Delta"
      f" {100 * freq_model:.2f}, first order {100 * freq_first:.2f}")
print(f" first-order parts (%): Delta'' {100 * part_curv:.2f},"
      f" shorter bond {100 * part_shift:.2f}")

# ---- wide curves: growth of Delta and fundamentals ----
R_wide = np.concatenate([0.6 + 0.12 * np.arange(21), [3.3, 3.6, 4.0, 4.5, 5.0, 5.5, 6.0]])
wide_rhf, wide_fci = [], []
for R in R_wide:
    mf = rhf_h2(R)
    wide_rhf.append(mf.e_tot)
    wide_fci.append(full_ci_h2(mf)[0])
s_rhf = make_interp_spline(R_wide, wide_rhf, k=5)
s_fci = make_interp_spline(R_wide, wide_fci, k=5)
fine = np.linspace(1.2, 5.5, 861)
slope = s_rhf(fine, 1) - s_fci(fine, 1)
R_steep = fine[np.argmax(slope)]
assert slope.min() > 0 and R_steep > Re


def fundamental(curve, points=180):
    """v=0 to v=1 interval, J=0, on a uniform sinc grid."""
    r = np.linspace(0.6, 6.0, points + 2)[1:-1]
    dr = r[1] - r[0]
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    T = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2) * (1 - 2 * (np.abs(diff) % 2))
    e = np.linalg.eigvalsh(T / (2 * H2_MASS * dr**2) + np.diag(curve(r)))
    return (e[1] - e[0]) * HARTREE_IN_CM


nu_rhf, nu_fci = fundamental(s_rhf), fundamental(s_fci)
assert abs(fundamental(s_fci, 140) - nu_fci) < 0.1
assert nu_fci < wavenumber(k) and nu_rhf > nu_fci
print("H2: growth of Delta, and fundamentals")
for R in (1.0, 2.0, 3.0, 4.0, 6.0):
    print(f" Delta({R:.0f} bohr) = {float(s_rhf(R) - s_fci(R)):.4f} hartree")
print(f" Delta is steepest at {R_steep:.2f} bohr, slope {slope.max():.4f} hartree/bohr")
print(f" fundamental: RHF {nu_rhf:.0f}, full CI {nu_fci:.0f} cm^-1")
print(f" RHF harmonic / full-CI harmonic       = {wavenumber(k_rhf) / wavenumber(k):.4f}")
print(f" RHF fundamental / full-CI fundamental = {nu_rhf / nu_fci:.4f}")
print(f" RHF harmonic / full-CI fundamental    = {wavenumber(k_rhf) / nu_fci:.4f}")

# ---- other molecules ----
print("Other molecules, cc-pVDZ, frozen-core reference (R in bohr)")
for name, A, B, centre, spacing, frozen, triples in (
        ("N2", "N", "N", 2.075, 0.06, 2, True),
        ("HF", "F", "H", 1.72, 0.05, 1, True),
        ("Li2", "Li", "Li", 5.20, 0.25, 2, False)):
    grid = centre + spacing * np.arange(-2, 3)
    low, ref = [], []
    for R in grid:
        mol = gto.M(atom=[[A, (0, 0, 0)], [B, (0, 0, R)]], unit="Bohr",
                    basis="cc-pvdz", verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-11
        mf.kernel()
        mycc = cc.CCSD(mf, frozen=frozen)
        mycc.conv_tol = 1e-9
        mycc.conv_tol_normt = 1e-6
        mycc.max_cycle = 100
        mycc.kernel()
        assert mf.converged and mycc.converged
        low.append(mf.e_tot)
        ref.append(mycc.e_tot + (mycc.ccsd_t() if triples else 0.0))
    p_low, p_ref = Polynomial.fit(grid, low, 4), Polynomial.fit(grid, ref, 4)
    r_low, f_low = minimum(p_low, grid[0], grid[-1])
    r_ref, f_ref = minimum(p_ref, grid[0], grid[-1])
    error_slope = (p_low - p_ref).deriv()(r_ref)
    assert (r_low - r_ref) * error_slope < 0
    if triples:
        assert r_low < r_ref and f_low > f_ref
    label = "CCSD(T)" if triples else "CCSD"
    print(f" {name:3s} RHF R = {r_low:.4f}, {label} R = {r_ref:.4f},"
          f" Delta' = {error_slope:.5f} hartree/bohr, w ratio = {np.sqrt(f_low / f_ref):.4f}")

print("success")
```

Running it gives:

```
Two-site model, U = 1
 4t/U = 0.2: Delta/U = 0.4099, exact ionic weight = 0.0097
 4t/U = 2.0: Delta/U = 0.1180, exact ionic weight = 0.2764
 Delta'' changes sign at 4t/U = 0.7862
H2, cc-pVTZ: dissociation (hartree)
 two free H atoms                  -0.99962
 RHF limit from one-centre formula -0.71233
 RHF at 40 bohr plus 1/(2R)        -0.71233
 excess of the RHF limit           0.28729
 RHF energy, 40 minus 20 bohr      0.01250
 at 8 bohr: RHF -0.78217, CASSCF -0.99964, full CI -0.99965
H2, cc-pVTZ: equilibrium
 RHF      R = 1.3879 bohr = 0.7344 angstrom, k = 0.4013 hartree/bohr^2, w = 4589 cm^-1
 CASSCF   R = 1.4273 bohr = 0.7553 angstrom, k = 0.3408 hartree/bohr^2, w = 4229 cm^-1
 full CI  R = 1.4034 bohr = 0.7426 angstrom, k = 0.3708 hartree/bohr^2, w = 4411 cm^-1
 Delta(Re)   = 0.03939 hartree
 Delta'(Re)  = 0.00606 hartree/bohr; RHF analytic gradient 0.00606
 Delta''(Re) = 0.01032 hartree/bohr^2
 RHF analytic Hessian at its minimum = 0.4013 hartree/bohr^2
 slope, left-right part = 0.01456 hartree/bohr
 slope, remaining part  = -0.00850 hartree/bohr
H2: Morse curve plus Delta
 D = 0.17272 hartree, a = 1.0360 bohr^-1
 E''' = -1.2791, Morse -3ak = -1.1524 hartree/bohr^3
 bond shift (bohr): direct -0.01550, Morse+Delta -0.01554, first order -0.01635
 frequency shift (%): direct 4.04, Morse+Delta 3.76, first order 3.93
 first-order parts (%): Delta'' 1.39, shorter bond 2.54
H2: growth of Delta, and fundamentals
 Delta(1 bohr) = 0.0377 hartree
 Delta(2 bohr) = 0.0451 hartree
 Delta(3 bohr) = 0.0667 hartree
 Delta(4 bohr) = 0.1046 hartree
 Delta(6 bohr) = 0.1787 hartree
 Delta is steepest at 4.16 bohr, slope 0.0427 hartree/bohr
 fundamental: RHF 4377, full CI 4167 cm^-1
 RHF harmonic / full-CI harmonic       = 1.0404
 RHF fundamental / full-CI fundamental = 1.0505
 RHF harmonic / full-CI fundamental    = 1.1012
Other molecules, cc-pVDZ, frozen-core reference (R in bohr)
 N2  RHF R = 2.0358, CCSD(T) R = 2.1145, Delta' = 0.13790 hartree/bohr, w ratio = 1.1803
 HF  RHF R = 1.7036, CCSD(T) R = 1.7383, Delta' = 0.02322 hartree/bohr, w ratio = 1.0706
 Li2 RHF R = 5.3067, CCSD R = 5.1558, Delta' = -0.00246 hartree/bohr, w ratio = 0.9895
success
```
